# Magnetoresistance of a two-dimensional channel with diffuse walls

## The problem

Electrons with a circular Fermi line of radius $k_F$ move in a long channel, $0<y<W$, with current along $x$ and a magnetic field $B$ normal to the plane. In atomic units the cyclotron radius is $R=k_F/B$. Bulk collisions have mean free path $l$; they make the direction of motion random and conserve the local density. A wall re-emits electrons with no memory of their direction of arrival. Write $w=W/R$.

1. Find the resistance for $l\gg W$ and $w<2$. Where is its maximum? Test the rule that puts it at $w\approx0.55$.
2. What happens once the cyclotron diameter fits inside, $w>2$?
3. Evaluate the resistance of a graphene channel with $W=500$ nm, density $2\times10^{12}$ cm$^{-2}$ and mobility 200 000 cm$^2$/Vs at 20 K.

## Hints

**Hint 1.** Absorb the transverse Hall potential into the unknown of the Boltzmann equation. Without collisions, what does this unknown accumulate along an orbit?

**Hint 2.** Label each orbit by $c=\cos\varphi_0$, where $\varphi_0$ is its angle of emission from the wall. What is $dy\,d\varphi$ in terms of $c$ and the path length?

**Hint 3.** Electrons that skip along a wall carry a current of fixed sense. No net current may enter the wall. What must the wall do to its electrochemical level?

**Hint 4.** For $w>2$, ask which process can still return the skipping electrons' deficit to the other wall.

## Solution

### Equation and walls

Let $\varepsilon$ be the kinetic energy, $U(y)$ the transverse potential energy and $F$ the force along $x$. To first order in $F$,

$$f=f_0(\varepsilon+U)+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)F\,g(y,\varphi).$$

The first term is a local equilibrium and balances the transverse force by itself. Thus $g$, which is a length, contains the electrochemical shift. Take the sense of rotation in which $\varphi$ increases. Dividing the Boltzmann equation by the speed gives

$$\sin\varphi\,\partial_y g+\frac1R\,\partial_\varphi g=\cos\varphi-\frac{g-\bar g}{l},\qquad \bar g=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,g. \tag{1}$$

With fourfold degeneracy, the current density is $(k_F/\pi^2)F\int g\cos\varphi\,d\varphi$. Averaged over the width, the conductivity is therefore

$$\sigma=\frac{k_F\Lambda}{\pi},\qquad \Lambda=\frac{1}{\pi W}\int_0^W\!dy\int_0^{2\pi}\!d\varphi\;g\cos\varphi .\tag{2}$$

In the bulk $g=l\cos\varphi+(y-W/2)\,l/R$ solves (1): the two terms on the left cancel, and so do those on the right. It gives $\Lambda=l$ at every field, so this model has no bulk magnetoresistance, and $\rho/\rho_0=l/\Lambda$.

The lower wall emits a constant level $a$. Equation (1) keeps its form under $y\to W-y$, $\varphi\to\varphi+\pi$, $g\to-g$. A constant added to $g$ carries no current, so we may choose $g$ odd under this rotation, and the upper wall emits $-a$. Zero net flux into the wall fixes $a$.

### Zero field

Reflection $x\to-x$ gives $a=\bar g=0$. Electrons moving up have $g=l\cos\varphi\,(1-e^{-y/(l\sin\varphi)})$. Averaging over $y$, and adding the equal contribution of those moving down,

$$\frac{\Lambda_0}{l}=1-\frac{4l}{\pi W}\int_0^{\pi/2}\!d\varphi\,\cos^2\!\varphi\,\sin\varphi\left(1-e^{-W/(l\sin\varphi)}\right).\tag{3}$$

For $l\gg W$ expand the exponential. The first-order term cancels the 1. The second-order term leaves $(2W/\pi l)\int\cos^2\varphi\,d\varphi/\sin\varphi$, cut off at $\sin\varphi\sim W/l$. Hence $\Lambda_0\simeq(2W/\pi)\ln(l/W)$ to leading logarithm: grazing flights keep the zero-field resistance low.

### Flights between walls

Now let $l\to\infty$ with $w<2$, and measure lengths in units of $R$. Along an orbit of path length $s$,

$$\frac{d\varphi}{ds}=1,\quad \frac{dy}{ds}=\sin\varphi,\quad \frac{dx}{ds}=\cos\varphi,\quad \frac{dg}{ds}=\cos\varphi .$$

So $g$ is the emitted level plus the displacement $x$ since emission. From the lower wall, $y=c-\cos\varphi$. At fixed $\varphi$ this gives $dy=dc$, and at fixed $c$ we have $d\varphi=ds$, so $dy\,d\varphi=dc\,ds$. A full circle does not fit, so every phase point lies on a flight from a wall. A flight with total displacement $X$ contributes $\int(a+x)\,dx=aX+X^2/2$. The two walls contribute equally, because both $a$ and $X$ change sign. Thus

$$\Lambda=\frac{2}{\pi w}\int_{-1}^{1}dc\left(aX+\tfrac12X^2\right).\tag{4}$$

The orbit reaches $y=w$ if $\cos\varphi=c-w\ge-1$. There are two classes:

- crossing, $c>w-1$: $X=\sqrt{1-(c-w)^2}-\sqrt{1-c^2}$;
- returning, $c<w-1$: the final angle is $2\pi-\varphi_0$ and $X=-2\sqrt{1-c^2}$.

The substitution $c\to w-c$ maps the crossing range onto itself and reverses $X$, so the crossing displacements integrate to zero. Define

$$I=\int_{-1}^{w-1}\!\sqrt{1-c^2}\,dc=\tfrac12(\theta-\sin\theta\cos\theta),\qquad \cos\theta=1-w .$$

The lower wall emits a flux $\int a\,dc=2a$. It receives $wa-2I$ from returning electrons and $-(2-w)a$ from the upper wall. Equating the two,

$$2a=wa-2I-(2-w)a\quad\Rightarrow\quad a=-\frac{I}{2-w}.\tag{5}$$

This is the Hall response: the wall level shifts until crossing electrons balance the skipping ones.

### Closed form

The pieces of (4) are as follows.

- **Hall part:** $\int aX\,dc=-2aI=2I^2/(2-w)$.
- **Returning flights:** with $u=1+c$, $\tfrac12\int X^2dc=2\int_0^w(2u-u^2)\,du=2w^2-\tfrac23w^3$.
- **Crossing flights:** the squares of the two roots have equal integrals, $\int_{w-1}^1(1-c^2)dc=\tfrac43-w^2+\tfrac13w^3$. Hence $\tfrac12\int X^2dc$ is this value minus $M$, where $M$ is the integral of the product of the roots.

Adding, and dividing by the width $w$,

$$\boxed{\frac{\Lambda}{W}=\frac{2}{\pi w^2}\left[\frac{2I^2}{2-w}+\frac43+w^2-\frac{w^3}{3}-M\right]}\tag{6}$$

For $M$ put $c=w/2+p\sin\vartheta$, with $p=1-w/2$, $q=1+w/2$, $k=p/q$ and $\Delta=\sqrt{1-k^2\sin^2\vartheta}$. Then $M=2p^2q\int_0^{\pi/2}\cos^2\vartheta\,\Delta\,d\vartheta$. With $k'^2=1-k^2$, differentiation gives

$$k^2\frac{d}{d\vartheta}(\sin\vartheta\cos\vartheta\,\Delta)=3\Delta^3-2(1+k'^2)\Delta+\frac{k'^2}{\Delta}.$$

The left side integrates to zero, so $3\int\Delta^3=2(1+k'^2)E-k'^2K$, where $K$ and $E$ are the complete elliptic integrals of modulus $k$. Since $k^2\cos^2\vartheta=\Delta^2-k'^2$, we have $k^2\int\cos^2\vartheta\,\Delta=\int\Delta^3-k'^2E=\tfrac13[(1+k^2)E-k'^2K]$. With $p^2+q^2=2+w^2/2$ and $q^2-p^2=2w$,

$$M=\frac{2+w}{3}\left[\left(2+\frac{w^2}{2}\right)E(k)-2w\,K(k)\right],\qquad k=\frac{2-w}{2+w}.\tag{7}$$

### Two limits and the maximum

**Weak field, $w\ll1$.** In the middle of the crossing range $X\simeq wc/\sqrt{1-c^2}$. Stopping a distance $\delta$ from each end, with $w\ll\delta\ll1$, gives $\int X^2dc=w^2[\ln(2/\delta)-2]$. Near the end $c=1$ put $c=1-wz$, so that $X^2=2w(\sqrt{z+1}-\sqrt z)^2$. Up to $z=Z=\delta/w\gg1$ this gives

$$2w^2\!\int_0^Z\!\left(2z+1-2\sqrt{z^2+z}\right)dz\simeq w^2\left[\tfrac12\ln(4Z)-\tfrac14\right].$$

The other end gives the same, and $\delta$ drops out: $\int X^2dc=w^2[\ln(8/w)-\tfrac52]$. Half of this, plus $2w^2$ from returning flights, is the bracket in (6). The Hall part is smaller by a factor of order $w$. Therefore

$$\frac{\Lambda}{W}\simeq\frac1\pi\left[\ln\frac{8R}{W}+\frac32\right].$$

Bending has replaced $l$ as the limit on grazing flights. The longest flight is about $2\sqrt{2RW}$, so this result needs $\sqrt{RW}\ll l$; at weaker fields (3) takes over.

**Diameter almost fitting, $w\to2$.** Here $I\to\pi/2$, and the Hall part dominates:

$$\frac{\Lambda}{W}\simeq\frac{\pi}{4(2-w)} .$$

The ballistic resistance vanishes linearly.

Between these limits $\Lambda$ has a minimum, and the resistance a maximum. Numerical minimization of (6) gives

$$w_{\max}=0.5835,\qquad \Lambda/W=1.561,$$

of which the flight terms supply 1.177 and the Hall part 0.384. The field shortens grazing flights, which raises the resistance, while the Hall part of $\Lambda$ grows and lowers it.

For finite $l$ I solved (1) numerically. The mean $\bar g$ was expanded in seven odd Legendre polynomials across the channel, and $g$ was integrated along each orbit. The coefficients follow from requiring that the angular mean of $g$ reproduce $\bar g$ in projection on these polynomials, with zero flux into the walls.

| $l/W$ | $w_{\max}$ | $\rho_{\max}/\rho(B=0)$ |
|---:|---:|---:|
| 3 | 0.580 | 1.11 |
| 10 | 0.585 | 1.37 |
| 50 | 0.584 | 1.90 |
| 200 | 0.584 | 2.43 |

The relative height grows because the zero-field resistance keeps falling, logarithmically, relative to the ballistic scale. Over this range the position hardly moves; for shorter $l$ it drifts down, to 0.57 at $l=2W$ and 0.51 at $l=W$, where the peak is only 1% high. The rule $w\approx0.55$ is thus good to about 6%, but for $l\ge3W$ fully diffuse walls in this model give 0.58. The maximum is flat: at $w=0.3$, (6) gives $\Lambda/W=1.637$, only 5% above the minimum. Scaling this as a parabola, the ballistic resistance at 0.55 lies less than 0.1% below its maximum, so locating the peak that finely needs precise data.

### When the diameter fits inside

For any field, multiply (1) by $g$ and integrate over $y$ and $\varphi$. The field term vanishes by periodicity. At each wall the emitted level is the flux-weighted mean of the arriving $g$, so the arriving flux of $g^2$ is at least the emitted one. The wall terms are therefore dissipative, and

$$\pi W\Lambda\ge\frac1l\iint(g-\bar g)^2\,dy\,d\varphi.\tag{8}$$

Also $\pi W\Lambda=\iint\cos\varphi\,(g-\bar g)$, and $\iint\cos^2\varphi=\pi W$. The Cauchy inequality and (8) give $(\pi W\Lambda)^2\le\pi W\cdot l\,\pi W\Lambda$, that is, $\Lambda\le l$. The resistivity is never below its bulk value.

For $w>2$ every electron emitted by the lower wall returns to it unless it collides. Again with $R=1$, and with collisions kept, zero flux reads

$$2a=2a-\pi-\frac1l\iint_{\rm skip}(g-\bar g)\,dc\,ds .$$

The $-\pi$ is the integral of $X=-2\sqrt{1-c^2}$ over $-1<c<1$. Only collisions can balance it, so $g-\bar g$ must grow in proportion to $l$. The phase-space area of these orbits is $\int_0^\pi2(\pi-\varphi_0)\sin\varphi_0\,d\varphi_0=2\pi$. By the Cauchy inequality their $\iint(g-\bar g)^2$ is at least $(\pi l)^2/2\pi=\pi l^2/2$. The upper wall adds as much, from separate orbits. Equation (8) then gives $\pi w\Lambda\ge\pi l$. Restoring $R$ and combining the bounds,

$$\rho_0\le\rho\le\rho_0\,\frac WR\qquad(W>2R).\tag{9}$$

Below $w=2$ the resistance keeps a ballistic part as $l\to\infty$; above it, the resistance vanishes with $\rho_0$. The fall itself starts at the maximum, and $w=2$ marks its end in the ballistic limit.

### The graphene channel

In laboratory units,

$$k_F=\sqrt{\pi n}=\sqrt{\pi\times0.02\ \text{nm}^{-2}}=0.2507\ \text{nm}^{-1},$$

$$l=\hbar k_F\mu/e=3300\ \text{nm},\qquad l/W=6.6,\qquad \rho_0=1/(ne\mu)=15.6\ \Omega .$$

The field is $B=w\,\hbar k_F/(eW)=w\times0.330$ T. Equation (3) gives $62.8\ \Omega$ at $B=0$, and the numerical solution of (1) gives the rest:

| $W/R$ | $B$ (T) | $\rho$ ($\Omega$ per square) |
|---:|---:|---:|
| 0 | 0 | 62.8 |
| 0.584 | 0.193 | 79.5 |
| 1.0 | 0.330 | 75.0 |
| 1.5 | 0.495 | 58.3 |
| 2.0 | 0.660 | 24.1 |
| 3.0 | 0.990 | 21.7 |
| 4.0 | 1.320 | 19.7 |

At the maximum $R=500/0.584=856$ nm (8560 angstrom), and the resistance is 27% above its zero-field value. The ballistic formula alone would give $15.6\times6.6/1.561=66\ \Omega$; bulk collisions raise this by 20%. By $2R=W$ the excess over $\rho_0$ has shrunk from 63.9 to 8.5 $\Omega$, and the rest decays slowly.

These parameters are rough typical values for clean encapsulated graphene, with a speed of $10^6$ m/s. The table gives the model's prediction for fully diffuse edges and has not been compared with measured channels. Edges that are not fully diffuse change the resistance noticeably (first variation). For other effects, only the relevant scales are estimated:

- The Fermi energy is 0.165 eV, so $kT/E_F\approx1\%$ and the thermal spread of $R$ is about 2% rms. Trigonal warping, from the nearest-neighbour band, changes the energy around the Fermi circle by $\pm0.9\%$.
- There are $k_FW/\pi\approx40$ transverse subbands, so a classical description is reasonable.
- Landau levels are spaced by $\hbar v/R=2.6$ meV at 0.66 T. The thermal factor $\xi/\sinh\xi$, $\xi=2\pi^2kT/(\hbar v/R)$, reduces quantum oscillations to $6\times10^{-5}$ of their zero-temperature size there, but only to 0.02 at 1.32 T.
- The estimate $\hbar vE_F/(kT)^2$ gives 37 µm for the electron–electron length. The factor $(4/\pi)/\ln(2E_F/kT)$ of a two-dimensional Fermi liquid lowers this to about 9 µm, roughly $3l$, so these collisions are rarer than bulk ones by only a modest margin.
- A driving field well below $kT/(el)\approx5$ V/cm keeps the energy gained over one mean free path well below $kT$. Heating of the electrons is not modelled.

Non-uniform density near the edges is also left out, and its effect is not estimated here.

## Variation 1: partly specular walls

*A fraction $p$ of the electrons is reflected like light. What changes?*

The emitted distribution becomes $p\,g_{\rm in}(-\varphi)+(1-p)a$. For $p=1$ the bulk solution $l\cos\varphi+(y-W/2)l/R$ satisfies this condition, because it is even in $\varphi$. Then $\Lambda=l$ and the magnetoresistance disappears. For $p=0.2$, with all other graphene parameters fixed, the numerical solution puts the maximum at $w=0.564$ with $59.8\ \Omega$, a quarter lower than for diffuse walls. At this mean free path specular reflection thus moves the peak to lower $w$, and it passes 0.55 as $p$ grows: 0.539 at $p=0.4$ and 0.506 at $p=0.6$. The shift needs bulk collisions: for $l\to\infty$ at fixed $p<1$, summing over repeated reflections only multiplies $\Lambda$ by $(1+p)/(1-p)$ at every $w<2$, and the peak stays at 0.58.

## Variation 2: no Hall voltage

*Suppose facing points of the two walls are short-circuited, so that both emit the level $a=0$. Is there still a peak for $l\to\infty$, $w<2$?*

The transverse current now flows through the shorts, (5) no longer applies, and the Hall part drops out of (6). What remains is

$$\frac{\Lambda}{W}=\frac{2}{\pi w^2}\left[\frac43+w^2-\frac{w^3}{3}-M\right].$$

At $w=2$ the crossing range closes and $M=0$, so $\Lambda/W=(1/2\pi)(8/3)=4/(3\pi)\approx0.42$. Evaluated at 200 points between $w=0.05$ and 1.99, the expression falls throughout. The quantity $1/\Lambda$ therefore rises all the way, without a peak. In the open channel it is the Hall voltage that turns the rise into a fall.

Numerical values quoted here were computed with a short program.
